The skewness window of Pearson IV implant profiles under a kurtosis closure

**Problem**

The depth distribution of implanted ions is described by a normalised density f with mean R_p (the projected range), standard deviation σ, skewness γ and kurtosis β. Kurtosis here is the full fourth standardised moment, equal to 3 for a Gaussian. When only three moments are known, the fourth may be supplied by the empirical closure

β = 2.8 + 2.4 γ².

For which skewnesses does a Pearson type IV density with these moments exist?

Let s = (depth − R_p)/σ. Pearson densities obey

Q(s) f′(s) = (s − a) f(s), Q(s) = b0 + b1 s + b2 s².

Type IV is the case in which b2 ≠ 0 and Q has no real zero:

b1² < 4 b0 b2. (1)

The density is then smooth and positive on the whole line. A finite fourth moment is also required, since otherwise β has no meaning.

**Relations between moments and coefficients**

At large |s|, f′/f → 1/(b2 s), so f falls as |s|^(1/b2). A finite fourth moment requires 1/b2 < −5. Then sⁿ Q f vanishes at both ends for n = 0, 1, 2, 3. Multiply Pearson's equation by sⁿ and integrate the left side by parts. With μ_n the mean of sⁿ,

n b0 μ_(n−1) + (n+1) b1 μ_n + (n+2) b2 μ_(n+1) = a μ_n − μ_(n+1). (2)

In these units μ_0 = 1, μ_1 = 0, μ_2 = 1, μ_3 = γ and μ_4 = β. Write g = γ². The case n = 0 gives b1 = a. Using this in the other three,

n = 1: b0 = −1 − 3b2
n = 2: b1 = −γ(1 + 4b2)/2
n = 3: 3b0 + 3b1γ + β(1 + 5b2) = 0. (3)

**First estimate by scaling**

Near a Gaussian, let β = 3 + δ with δ and g small and of the same order. Then b2 is small too, and to first order the last line of (3) reads

(−3 − 9b2) − (3/2)g + (3 + δ + 15b2) = 0,

so b2 ≈ −(2δ − 3g)/12, while b0 ≈ −1 and b1 ≈ −γ/2. Condition (1) becomes

g/4 < (2δ − 3g)/3, or δ > (15/8) g.

The excess kurtosis must therefore outgrow the squared skewness by a definite factor. The closure supplies δ = −0.2 + 2.4g, which suffices when

g > 0.2/(2.4 − 1.875) = 0.38, |γ| > 0.62.

At large skewness, put β ≈ 2.4g and keep the terms proportional to g in the last line of (3):

−(3/2)(1 + 4b2) + 2.4(1 + 5b2) = 0.

This gives b2 ≈ −0.15, and from the other lines b0 ≈ −0.55 and b1 ≈ −0.2γ. Two coefficients saturate while b1 keeps growing, so (1) must eventually fail:

0.04 g < 4 × 0.55 × 0.15 = 0.33, or g < 8.25, |γ| < 2.9.

The estimate is thus a window from about 0.6 to about 3.

**Exact solution**

Insert b0 and b1 into the last line of (3) without approximation:

−3 − 9b2 − (3/2)g − 6g b2 + β + 5β b2 = 0.

Collect b2, multiply by 2 and define A = 10β − 12g − 18:

b2 = −(2β − 3g − 6)/A.

Then 1 + 4b2 = (2β + 6)/A, and (3) gives

b1 = a = −γ(β + 3)/A
b0 = −(4β − 3g)/A.

With the closure, A = 10 + 12g > 0, so the coefficients exist and are unique. Multiplying (1) by A² gives

g(β + 3)² < 4(4β − 3g)(2β − 3g − 6). (4)

This is necessary. To see that it is also sufficient, suppose (4) holds. Then b0 and b2 have the same sign. Since b0 = −(11.2 + 6.6g)/A is negative, so is b2. With D = √(4b0b2 − b1²), Pearson's equation is solved by

ln f = constant + ln|Q|/(2b2) − [(b1/b2 + 2a)/D] arctan[(2b2 s + b1)/D].

To check this, note that D² + (2b2 s + b1)² = 4b2Q, so the arctangent has derivative D/(2Q). The total derivative is

[s + b1/(2b2)]/Q − [b1/(2b2) + a]/Q = (s − a)/Q,

as required. The tail falls as |s|^(−p) with p = −1/b2 = A/(2β − 3g − 6). Because

A − 5(2β − 3g − 6) = 3g + 12 > 0,

p exceeds 5 and the fourth moment is finite. Relation (2) therefore applies to this density. In it μ_(n+1) is multiplied by 1 + (n+2)b2, which is positive for n ≤ 3 because |b2| < 1/5. Each moment is thus fixed by the earlier ones, starting from μ_0 = 1. The prescribed values satisfy the same relations, so they are the moments of f.

It remains to insert the closure in (4), using

β + 3 = 5.8 + 2.4g
4β − 3g = 11.2 + 6.6g
2β − 3g − 6 = 1.8g − 0.4.

The two sides expand to

left: 5.76g³ + 27.84g² + 33.64g
right: 47.52g² + 70.08g − 17.92.

Subtracting and multiplying by 25,

P(g) = 144g³ − 492g² − 911g + 448 < 0. (5)

The values P(−2) = −850, P(0) = 448, P(1) = −811 and P(5) = 1593 show one negative root and two positive ones. For g ≥ 0, P is negative between the positive roots, 0.4114 and 4.6364. Taking square roots,

0.641 < |γ| < 2.153.

The end points are excluded, because there Q has a double real zero. The sign of γ does not matter: reversing it mirrors the profile about its mean.

A separate numerical scan did not use the coefficient formulas. It took type IV densities (1 + x²)^(−m) exp(−ν arctan x), computed their moments by quadrature, and recorded where they met the closure. The skewness magnitudes found ran from 0.6417 to 2.1515, just inside the two limits, as expected from a discrete set of m.

**What lies outside the window**

Beyond the limits D is imaginary, and at them it is zero. The type IV formula cannot then be used, but the moments can still belong to another Pearson type. For g < 2/9, that is |γ| < 0.471, b2 is positive and b0 negative. The zeros of Q then have opposite signs, and the density lives between them: type I, or its symmetric form, type II, at γ = 0. At g = 2/9 the quadratic term vanishes, which is type III. From there to the lower limit, and again above the upper limit, both zeros lie on the same side of the mean: type VI, which ends at a finite depth on one side and has a power-law tail on the other. The limits themselves are type V. Densities built from the real zeros at γ = 0.3, 0.55 and 2.5 reproduced the prescribed moments to better than 10⁻⁹.

**Comparison of estimate and exact result**

The lower estimate, 0.617 before rounding, is 4 % below the exact limit. At that limit the exact excess kurtosis is 0.787, while the linear law gives 1.875 × 0.4114 = 0.771. The difference, 0.016, is small, but the closure and the threshold are nearly parallel lines in g. It is therefore divided by 0.525 and moves the crossing by 0.030 in g.

The upper estimate, 2.87 before rounding, is 33 % above the exact limit. It kept only the highest power of g on each side of (4), although the crossing lies at a moderate g. At g = 4.636 the neglected terms raise the left side by a factor 2.31 and the right side by 1.30. Their ratio, 1.78, is the factor by which 8.25 exceeds 4.636. The scaling argument shows why an upper limit exists, but gives only its rough size.

The near-parallel lines also make the lower limit sensitive to the closure. With the slope held at 2.4, changing the constant 2.8 to 2.7 or 2.9 moves the lower limit to 0.80 or 0.44, and the upper one only to 2.10 or 2.20. With the constant held at 2.8, slopes of 2.3 and 2.5 give windows of 0.73 to 1.91 and 0.58 to 2.35. Even the first decimal of the limits thus depends on the closure chosen.

**An implant in numbers**

Take R_p = 300 nm, σ = 70 nm, γ = −1 and a dose of 10¹⁴ cm⁻², rough values in the regime of boron implanted into silicon near 100 keV. Negative skewness means that the longer tail points towards the surface. The closure gives β = 5.2 and A = 22, hence

b1 = a = 8.2/22 = 0.373, or 26.1 nm after multiplication by σ
b2 = −1.4/22 = −0.0636, so p = 15.7.

The skewness lies inside the window. Since Q is negative everywhere, f rises up to s = a and falls beyond it, so the peak is at 300 + 26 = 326 nm. The peak concentration is 6.5 × 10¹⁸ cm⁻³, against 5.7 × 10¹⁸ cm⁻³ for a Gaussian of the same dose and width.

The model ignores the surface, and 0.2 % of the density lies above it. This hardly affects the dose, but it matters for the fourth moment. Beyond 300/70 = 4.29 standard deviations s⁴ exceeds 337, so this sliver contributes at least 0.002 × 337 ≈ 0.7 to the kurtosis of 5.2. Cutting the profile at the surface and recomputing gives γ = −0.80 and β = 3.9, which belong to type I. The parameters must therefore be read as those of the untruncated function. Moments taken from the ions inside the target are a different set.

In a crystal the assumption of a single population of randomly scattered ions can also fail, because some ions may be channelled between atomic rows or planes. Suppose, as a rough illustration, that 5 % of the dose forms an exponential tail beyond the peak with a decay length of 80 nm. At 600 nm it contributes 2 × 10¹⁶ cm⁻³, whereas the Pearson profile alone gives about 10⁸ cm⁻³. The concentration at such depths is then governed by the tail. So is the junction depth if the opposite background doping is low, say 10¹⁶ cm⁻³ or less; at a background of 10¹⁸ cm⁻³ there is a junction on each side of the peak, and the tail hardly moves even the deeper one. The combined moments are γ = −0.49 and β = 6.3. The closure would assign β = 3.4 and exclude type IV, yet the actual pair satisfies (4). The window restricts profiles that obey the closure; it is not a general limit on the skewness of type IV.

Annealing also moves the profile off the closure. For constant diffusivity in an unbounded medium, diffusion adds an independent Gaussian displacement of variance L². Variances add, while the third central moment and the fourth cumulant, (β − 3)σ⁴, are unchanged. With σ′² = σ² + L²,

γ′ = γ(σ/σ′)³, β′ − 3 = (β − 3)(σ/σ′)⁴.

For 10 s at 1273 K, a rough diffusivity of 1.4 × 10⁻¹⁴ cm²/s gives L = √(2Dt) = 5.3 nm, where D now denotes the diffusivity. If implantation damage enhances it thirtyfold, again a rough assumption, L = 29 nm. Then σ′ = 76 nm, γ′ = −0.79 and β′ = 4.6, where the closure would give 4.3, and the peak falls by 11 %. The untruncated profile still has type IV moments. Where the diffusivity is constant and the surface can be ignored, its kurtosis should be carried through the anneal by these relations and not recomputed from the closure. Here constant diffusivity is only a rough assumption, because boron diffuses faster where the hole concentration is comparable with the intrinsic carrier concentration. At 1273 K that concentration is roughly 7 × 10¹⁸ cm⁻³, close to the peak of this profile, so the 11 % understates the fall of the peak: a diffusivity proportional to the hole concentration, with field enhancement, raises it to about 17 %. The numerical output lists the values behind the constant-diffusivity figures.

Computed results

```
Roots of cubic in g: [-1.63114  0.41138  4.63643]
Lower skewness limit: 0.6414; kurtosis there: 3.7873
Upper skewness limit: 2.1532; kurtosis there: 13.9274
Limits from moment equations: 0.6414, 2.1532
Family scan meets closure from 0.6417 to 2.1515
Type III at skewness: 0.4714
Largest moment error inside window: 3.6e-15
Largest moment error outside window: 5.9e-11
Closure 2.7 + 2.4 g: limits 0.804, 2.104
Closure 2.9 + 2.4 g: limits 0.444, 2.197
Closure 2.8 + 2.3 g: limits 0.731, 1.912
Closure 2.8 + 2.5 g: limits 0.581, 2.350
Example: range 300 nm, sigma 70 nm, skewness -1.0
Dose: 1.0e+14 cm^-2; kurtosis: 5.20
b0 = -3964.5 nm^2, b1 = a = 26.091 nm, b2 = -0.06364
b1^2 - 4 b0 b2 = -328.4 nm^2
Tail exponent: 15.71
Peak depth: 326.1 nm
Peak concentration: 6.495e+18 cm^-3
Gaussian peak, same dose and sigma: 5.699e+18 cm^-3
Concentration at 600 nm: 1.09e+08 cm^-3
Fraction of density above the surface: 0.199 %
Cut at surface: mean 300.7 nm, sigma 68.2 nm
  skewness -0.797, kurtosis 3.933, closure 4.325, type I
Channelled part: 5 % of dose, decay 80 nm
Channelled concentration at 600 nm: 2.04e+16 cm^-3
With channelling: mean 305.3 nm, sigma 74.3 nm
  skewness -0.489, kurtosis 6.262, closure 3.374, type IV
Anneal: 1273 K, 10 s, D0 1.0 cm^2/s, barrier 3.5 eV
Equilibrium diffusivity: 1.39e-14 cm^2/s
Diffusion spread: 5.28 nm; enhanced 30 times in D: 28.9 nm
After enhanced anneal: mean 300.0 nm, sigma 75.7 nm
  skewness -0.790, kurtosis 4.606, closure 4.297, type IV
Peak concentration after anneal: 5.812e+18 cm^-3
```
